\section*{Slater–Koster s-p and p-p integrals from symmetry about the bond}

\section{What is being integrated}

\textbf{Q:} Two atoms with one s and three p orbitals each give sixteen matrix elements, and these change whenever the bond is turned. Why should I believe that a few numbers cover every direction?

\textbf{A:} Let us first fix what the sixteen numbers are. Atom 1 is at the origin and atom 2 at $\mathbf R=R\,\mathbf n$, where $\mathbf n=(n_x,n_y,n_z)$ is the unit vector from atom 1 to atom 2. Its components are the direction cosines of the bond. The orbitals are real:
\begin{equation}
s(\mathbf r)=g(r),\qquad p_i(\mathbf r)=\frac{x_i}{r}f(r),\qquad i=x,y,z .
\label{orb}
\end{equation}
The three p orbitals of an atom share one radial function $f$. The functions $f$ and $g$ may differ between the two atoms. The integrals are
\begin{equation}
\langle a|H|b\rangle=\int a(\mathbf r)\,H\,b(\mathbf r-\mathbf R)\,d^3r ,
\label{def}
\end{equation}
with the left orbital on atom 1 and the right one on atom 2. The operator $H$ acts on the spatial part of the wave function and contains the kinetic energy and a potential produced by these two spherical atoms and nothing else. This is the two-centre approximation.

\textbf{Q:} What does that approximation give you?

\textbf{A:} Symmetry. Use cylindrical coordinates about the bond, with $z$ along it for the moment. The potential has the form $V(\rho,z)$, without the angle $\varphi$. It is unchanged by a rotation about the bond and by reflection in a plane containing the bond. The Laplacian is unchanged by both as well. Let $g$ now denote such an operation on points, and define its action on functions by $(T_g\phi)(\mathbf r)=\phi(g^{-1}\mathbf r)$. Then $HT_g=T_gH$. Since $g$ preserves volumes, $T_g$ preserves integrals of products, so
\begin{equation}
\langle T_ga|H|T_gb\rangle=\langle T_ga|T_gHb\rangle=\langle a|H|b\rangle .
\label{inv}
\end{equation}

\section{Turning the p orbitals}

\textbf{Q:} That helps if $p_x$ points along or across the bond. In general it does neither.

\textbf{A:} A p orbital can be resolved like a vector. For any unit vector $\mathbf u$, define the p orbital pointing along it:
\begin{equation}
p_{\mathbf u}(\mathbf r)=\frac{\mathbf u\cdot\mathbf r}{r}f(r)=\sum_i u_i\,p_i(\mathbf r).
\label{pu}
\end{equation}
The second equality needs the common radial function. If $p_x$ and $p_z$ had different radial functions, their combination would not be a turned copy of either, and the argument would stop here.

Choose unit vectors $\mathbf e_1,\mathbf e_2$ perpendicular to $\mathbf n$ and to each other, with $\mathbf e_1\times\mathbf e_2=\mathbf n$. The Cartesian unit vector along axis $i$ has components $n_i$, $e_{1i}$, $e_{2i}$ in this frame. Because \eqref{pu} is linear in $\mathbf u$,
\begin{equation}
p_i=n_i\,p_\sigma+e_{1i}\,p_{\pi1}+e_{2i}\,p_{\pi2},
\label{res}
\end{equation}
where $p_\sigma$ points along $\mathbf n$ and $p_{\pi1},p_{\pi2}$ along $\mathbf e_1,\mathbf e_2$.

\textbf{Q:} And how do these respond to $T_g$? The orbital on atom 2 is not centred at the origin.

\textbf{A:} On atom 1, $\mathbf u\cdot(g^{-1}\mathbf r)=(g\mathbf u)\cdot\mathbf r$ because $g$ is orthogonal, so $T_gp_{\mathbf u}=p_{g\mathbf u}$. On atom 2 the argument becomes $g^{-1}\mathbf r-\mathbf R$. Atom 2 lies on the axis, so $g^{-1}\mathbf R=\mathbf R$, and the argument equals $g^{-1}(\mathbf r-\mathbf R)$. The same rule therefore holds on both atoms, and s orbitals do not change at all.

\section{The s-p elements}

\textbf{Q:} Then show me an element that vanishes.

\textbf{A:} Take a half turn about the bond. It sends $\mathbf e_1$ to $-\mathbf e_1$, so $p_{\pi1}$ changes sign while $s$ does not. Equation \eqref{inv} gives
\begin{equation}
\langle s|H|p_{\pi1}\rangle=\langle s|H|(-p_{\pi1})\rangle=-\langle s|H|p_{\pi1}\rangle=0 .
\end{equation}
The same holds for $p_{\pi2}$ and with s and p exchanged. In the picture, the positive and negative lobes of a $\pi$ orbital lie on opposite sides of the bond and contribute equal and opposite amounts. Inserting \eqref{res} leaves one term:
\begin{equation}
\langle s|H|p_i\rangle=n_iV_{sp\sigma},\qquad
\langle p_i|H|s\rangle=n_iV_{ps\sigma},
\label{sp}
\end{equation}
with $V_{sp\sigma}=\langle s|H|p_\sigma\rangle$ and $V_{ps\sigma}=\langle p_\sigma|H|s\rangle$. The element between two s orbitals is a single number, $V_{ss\sigma}$.

\textbf{Q:} You have two s-p parameters. Is the second one not just the first?

\textbf{A:} For identical atoms it is the first with the opposite sign. Inversion through the bond midpoint, $\mathbf r\to\mathbf R-\mathbf r$, then leaves $H$ unchanged and exchanges the atoms. Mark the atom by a superscript. Since s is even and p is odd,
\begin{equation}
s^{(1)}\to s^{(2)},\qquad p_\sigma^{(2)}\to-p_\sigma^{(1)} .
\end{equation}
Therefore
\begin{equation}
V_{sp\sigma}=\langle s^{(1)}|H|p_\sigma^{(2)}\rangle
=-\langle s^{(2)}|H|p_\sigma^{(1)}\rangle
=-\langle p_\sigma^{(1)}|H|s^{(2)}\rangle=-V_{ps\sigma}.
\label{order}
\end{equation}
The third equality holds because $H$ is Hermitian and all functions are real.

If the two ends differ, the inversion is lost. As a test, take silicon 3s and 3p orbitals on both atoms, $2.4$~\AA{} apart, but let the operator be $1/|\mathbf r-\mathbf R|$, centred on atom 2. It still has axial symmetry, so \eqref{sp} holds, but the two parameters are $-0.118$ and $+0.169$ in units of 1/bohr. Their magnitudes differ, by far more than the shift of under $0.001$ that a larger basis produces.

\section{The p-p elements}

\textbf{Q:} With p orbitals on both atoms there are more combinations. What about $\sigma$ with $\pi$?

\textbf{A:} The half turn again changes the sign of one factor, so $\langle p_\sigma|H|p_{\pi a}\rangle=0$ and $\langle p_{\pi a}|H|p_\sigma\rangle=0$ for $a=1,2$. What remains is $V_{pp\sigma}=\langle p_\sigma|H|p_\sigma\rangle$ and the block $M_{ab}=\langle p_{\pi a}|H|p_{\pi b}\rangle$.

The half turn says nothing about $M$, because both factors change sign. Use a quarter turn, $\mathbf e_1\to\mathbf e_2$ and $\mathbf e_2\to-\mathbf e_1$:
\begin{align}
M_{11}&=\langle p_{\pi2}|H|p_{\pi2}\rangle=M_{22},\\
M_{12}&=\langle p_{\pi2}|H|(-p_{\pi1})\rangle=-M_{21}.
\end{align}
With $V_{pp\pi}=M_{11}$ and $W=M_{12}$,
\begin{equation}
M=V_{pp\pi}\begin{pmatrix}1&0\\0&1\end{pmatrix}
+W\begin{pmatrix}0&1\\-1&0\end{pmatrix}.
\label{M}
\end{equation}

\textbf{Q:} So there is a third p-p parameter. Surely another angle of rotation removes it?

\textbf{A:} No. A rotation of the plane by $\theta$ is $\cos\theta$ times the first matrix in \eqref{M} plus $\pm\sin\theta$ times the second. Both matrices commute with every such combination, so every rotation leaves $M$ as it is. A further symmetry is needed, and a mirror plane containing the bond supplies it. Reflect $\mathbf e_1\to-\mathbf e_1$ and keep $\mathbf e_2$ and $\mathbf n$:
\begin{equation}
M_{12}=\langle(-p_{\pi1})|H|p_{\pi2}\rangle=-M_{12}
\quad\Rightarrow\quad W=0 .
\end{equation}
A real local potential $V(\rho,z)$ has this mirror, since the reflection changes $\varphi$ and leaves $\rho$ and $z$ alone.

\textbf{Q:} I would have said that $H$ is real and Hermitian, hence $M$ is symmetric and $W=0$. Why bring in mirrors?

\textbf{A:} Hermiticity relates $\langle p_{\pi1}^{(1)}|H|p_{\pi2}^{(2)}\rangle$ to $\langle p_{\pi2}^{(2)}|H|p_{\pi1}^{(1)}\rangle$. In the second element $p_{\pi2}$ still sits on atom 2. But $M_{21}$ has $p_{\pi2}$ on atom 1, so it is a different integral.

An example shows that the gap is real. With the bond along $z$, take $O=-\partial_z\partial_\varphi$, where $\partial_\varphi=x\partial_y-y\partial_x$. It is real. The two derivatives are anti-Hermitian and commute, so their product is Hermitian. It is unchanged by rotations about $z$, but a mirror containing the axis reverses $\partial_\varphi$ and hence $O$. Up to a factor $\hbar^2$, it is linear momentum times angular momentum along the bond.

Use the normalized Gaussian orbitals $p_x=Nx\,e^{-\alpha r^2}$ and $p_y=Ny\,e^{-\alpha r^2}$. Let $G=e^{-\alpha[x^2+y^2+(z-R)^2]}$ belong to atom 2. Since $\partial_\varphi G=0$ and $\partial_\varphi y=x$,
\begin{equation}
O\,(NyG)=-\partial_z(NxG)=2\alpha(z-R)\,NxG .
\end{equation}
Multiply by $p_x$ on atom 1 and integrate. The exponents combine through
\begin{equation}
z^2+(z-R)^2=2\left(z-\tfrac R2\right)^2+\tfrac{R^2}{2},
\end{equation}
so the product is a Gaussian centred at $z=R/2$, times $e^{-\alpha R^2/2}$. About that centre the mean of $z-R$ is $-R/2$. The remaining factor is the normalization integral $N^2\int x^2e^{-2\alpha r^2}d^3r=1$. Hence
\begin{equation}
W=2\alpha\left(-\frac R2\right)e^{-\alpha R^2/2}=-\alpha R\,e^{-\alpha R^2/2}.
\end{equation}
For $\alpha=R=1$ in dimensionless units, $W=-0.6065$. The element with $x$ and $y$ exchanged is $+0.6065$, because $\partial_\varphi x=-y$. Numerical quadrature confirms both values. Rotation symmetry and Hermiticity alone therefore do not remove $W$. For identical atoms the inversion used in \eqref{order} would also do it, since with a real Hermitian $H$ it gives $M_{12}=M_{21}$, and $O$ is odd under that inversion. For unlike atoms the inversion is absent and the mirror is what remains, so axial symmetry here is taken to include the mirrors.

\textbf{Q:} Granted. Now return to $p_x$, $p_y$ and $p_z$. Your $\mathbf e_1$ and $\mathbf e_2$ were arbitrary, so the answer had better not contain them.

\textbf{A:} Insert \eqref{res} on both sides and keep the nonzero elements:
\begin{equation}
\langle p_i|H|p_j\rangle=n_in_jV_{pp\sigma}
+(e_{1i}e_{1j}+e_{2i}e_{2j})V_{pp\pi}.
\end{equation}
The matrix with columns $\mathbf n,\mathbf e_1,\mathbf e_2$ is orthogonal, so its rows are orthonormal too:
\begin{equation}
n_in_j+e_{1i}e_{1j}+e_{2i}e_{2j}=\delta_{ij}.
\end{equation}
This eliminates the arbitrary vectors:
\begin{equation}
\langle p_i|H|p_j\rangle=n_in_jV_{pp\sigma}+(\delta_{ij}-n_in_j)V_{pp\pi}.
\label{pp}
\end{equation}
Written out for two typical cases,
\begin{align}
\langle p_x|H|p_x\rangle&=n_x^2V_{pp\sigma}+(1-n_x^2)V_{pp\pi},\\
\langle p_x|H|p_y\rangle&=n_xn_y\,(V_{pp\sigma}-V_{pp\pi}).
\end{align}
The other elements follow by renaming the axes. For a bond along $z$, the $zz$ element is $V_{pp\sigma}$, the $xx$ and $yy$ elements are $V_{pp\pi}$, and the rest vanish.

\textbf{Q:} Why does the list end at $\pi$? I have heard of $\delta$ parameters.

\textbf{A:} The labels $\sigma,\pi,\delta$ stand for $|m|=0,1,2$, where $m\hbar$ is the angular momentum about the bond. An s orbital has $m=0$ and p orbitals have $|m|\le1$, so no $\delta$ combination can be formed from them. It takes orbitals with $l\ge2$, such as d orbitals, on both atoms.

\textbf{Q:} You have also assumed that $V_{pp\sigma}$ is the same number for every direction.

\textbf{A:} That follows from a different rotation, one that turns the whole pair from $z$ to $\mathbf n$. Spherical atoms look the same afterwards, so $H$ for the new direction is the turned copy of the old $H$. The orbitals $p_\sigma$ and $p_{\pi a}$ turn with it, and the integrals keep their values. The parameters can depend on $R$ but not on $\mathbf n$. A fixed external field would spoil this, because it does not turn with the bond.

\section{Two silicon atoms}

\textbf{Q:} I would like to see this work for a potential that was not chosen to make it easy.

\textbf{A:} Take two silicon atoms $2.4$~\AA{} apart, roughly the nearest-neighbour distance in the crystal. The 3s and 3p orbitals come from a spherical, non-relativistic, all-electron atom in the local density approximation (LDA), expanded in the s and p functions of the def2-TZVP basis. $H$ is the kinetic energy plus the LDA potential of the two superposed atomic densities. The density is not allowed to relax in the pair, and other atoms are absent.

The exchange-correlation potential depends nonlinearly on the density, so this $H$ is not a sum of two atomic potentials. The summed density still has the rotations and mirrors about the bond and the inversion through the midpoint, and it turns with the pair. The local potential made from it shares these properties, which are all that the derivation asked of $H$ besides being real and Hermitian.

The phases are chosen so that the outer part of s is positive and the outer lobe of $p_i$ is positive on the $+i$ side. With the bond along $z$, the integrals are
\begin{align}
V_{ss\sigma}&=-4.2814\ \text{eV}, & V_{sp\sigma}&=5.7627\ \text{eV},\\
V_{pp\sigma}&=3.6402\ \text{eV}, & V_{pp\pi}&=-2.2974\ \text{eV},
\end{align}
and $V_{ps\sigma}=-5.7627$~eV, as \eqref{order} requires. The four decimals serve to check the arithmetic. They are not a claim about the accuracy of the LDA or of the basis. A much larger s and p basis moves these values by $0.03$ to $0.07$~eV, to about $-4.32$, $5.83$, $3.59$ and $-2.34$~eV.

Now turn the bond to $\mathbf n=(2,3,6)/7$. With $V_{pp\sigma}-V_{pp\pi}=5.9376$~eV,
\begin{align}
\langle s|H|p_x\rangle&=\tfrac27(5.7627)=1.6465\ \text{eV},\\
\langle p_x|H|p_x\rangle&=-2.2974+\tfrac{4}{49}(5.9376)=-1.8127\ \text{eV},\\
\langle p_y|H|p_y\rangle&=-2.2974+\tfrac{9}{49}(5.9376)=-1.2068\ \text{eV},\\
\langle p_x|H|p_y\rangle&=\tfrac{6}{49}(5.9376)=0.7271\ \text{eV}.
\end{align}
Direct integration with the atoms in the tilted position gives the same four values. Over all sixteen elements, the largest difference between formula and direct integration is $5\times10^{-8}$~eV. The size of this residual depends on the numerical integration grid.

\textbf{Q:} And along a bond of the crystal?

\textbf{A:} For $\mathbf n=(1,1,1)/\sqrt3$, every product $n_in_j$ is $1/3$:
\begin{align}
\langle p_x|H|p_x\rangle&=\tfrac13(3.6402)+\tfrac23(-2.2974)=-0.3182\ \text{eV},\\
\langle p_x|H|p_y\rangle&=\tfrac13(5.9376)=1.9792\ \text{eV}.
\end{align}
The diagonal element is small because the $\sigma$ and $\pi$ parts, $+1.21$ and $-1.53$~eV, have opposite signs and largely cancel. Direct integration agrees here too, to within $9\times10^{-8}$~eV over the sixteen elements.

\textbf{Q:} May I put these parameters into a tight-binding calculation?

\textbf{A:} Not without the overlaps, since the orbitals on the two atoms are not orthogonal. The overlap integral is the case $H=1$. It has the required symmetry, so it obeys \eqref{sp} and \eqref{pp} with parameters of its own:
\begin{align}
S_{ss\sigma}&=0.240, & S_{sp\sigma}&=-0.401,\\
S_{pp\sigma}&=-0.324, & S_{pp\pi}&=0.268 .
\end{align}
These values belong to the same basis as the $V$ above. A much larger basis changes them by up to $0.016$, most for $S_{pp\sigma}$, which becomes about $-0.308$. If the zero of energy is moved so that $H$ becomes $H+c$, each $V$ changes to $V+cS$. For $c=10$~eV, $V_{ss\sigma}$ goes from $-4.28$ to $-4.28+2.40=-1.88$~eV. The angular form survives, but the values have meaning only together with the overlaps and the chosen zero. Parameters fitted for an orthogonal basis are different quantities. The values also belong to an isolated pair. In the same model of superposed densities, adding the six atoms that surround a bond in the silicon crystal shifts them by $0.4$ to $1.2$~eV.

\textbf{Q:} The overlap $S_{pp\sigma}$ is negative, although the two orbitals are identical. Is that a sign error?

\textbf{A:} Look at the limit $R\to0$. The orbitals then coincide, and normalization gives $S_{pp\sigma}=S_{pp\pi}=1$. Equation \eqref{pp} reduces to $\delta_{ij}$, with no trace of a direction, as it must when there is no bond. As the atoms separate along $\mathbf n$, the positive lobe of $p_\sigma$ on atom 1 moves towards the negative lobe of $p_\sigma$ on atom 2. Their product is negative. At $2.4$~\AA{} the computed total is negative, so $S_{pp\sigma}$ has passed through zero on the way. Symmetry fixes neither the sign nor the size of a parameter. Those come from the integral.

\section{Where the rule fails}

\textbf{Q:} In a crystal, each bond is surrounded by other atoms. Does your symmetry survive there?

\textbf{A:} In general it does not. Keep the bond along $z$ and add the attraction of an electron to one unit positive charge. With the charge at the bond midpoint, $\langle s|{-1/|\mathbf r-\mathbf C|}|p_x\rangle$ vanishes, where $\mathbf C$ is the position of the charge and atomic units are used. With the charge moved $2$~\AA{} along $x$, the same element is $-0.58$~eV. The half turn would carry the charge to the other side of the bond, so it is no longer a symmetry, and the s-$\pi$ element is free to appear.

A bare unit charge has a different potential from a neutral atom, which is screened at long range and much deeper near its nucleus, so this number does not estimate the size of such terms in silicon. It shows which step breaks. A symmetric arrangement of neighbours can still protect the angular form. The nearest-neighbour bond in silicon is a threefold axis with mirror planes containing it. A turn by $120^\circ$ leaves no nonzero vector perpendicular to the bond unchanged, so the s-$\pi$ and $\sigma$-$\pi$ elements vanish. It also forces $M$ into the form \eqref{M}, and a mirror removes $W$. For that bond the other atoms change the values of the parameters but not the form of \eqref{sp} and \eqref{pp}. For second neighbours the shared atom lies off the axis with no partner on the opposite side, and the form is lost. Contributions from a potential centred on a third atom are called three-centre terms, and the two-centre approximation drops them. Within that approximation, \eqref{sp} and \eqref{pp} hold for any distance and any radial functions. The numerical check at the end tests them for the Hamiltonian and the overlap in both tilted directions.

\section*{Computed values}
\begin{verbatim}
Si-Si distance: 2.40 angstrom
atomic LDA level 3s: -10.774 eV
atomic LDA level 3p: -4.117 eV
Hamiltonian V_ss_sigma: -4.2814 eV
Hamiltonian V_sp_sigma: 5.7627 eV
Hamiltonian V_ps_sigma: -5.7627 eV
Hamiltonian V_pp_sigma: 3.6402 eV
Hamiltonian V_pp_pi: -2.2974 eV
overlap S_ss_sigma: 0.24043 (no unit)
overlap S_sp_sigma: -0.40123 (no unit)
overlap S_ps_sigma: 0.40123 (no unit)
overlap S_pp_sigma: -0.32415 (no unit)
overlap S_pp_pi: 0.26787 (no unit)
direction (2,3,6)/7, cosines: 0.28571 0.42857 0.85714
  H s,s: formula -4.2814 eV, direct -4.2814 eV
  H s,x: formula 1.6465 eV, direct 1.6465 eV
  H s,y: formula 2.4697 eV, direct 2.4697 eV
  H s,z: formula 4.9394 eV, direct 4.9394 eV
  H x,s: formula -1.6465 eV, direct -1.6465 eV
  H x,x: formula -1.8127 eV, direct -1.8127 eV
  H y,y: formula -1.2068 eV, direct -1.2068 eV
  H z,z: formula 2.0650 eV, direct 2.0650 eV
  H x,y: formula 0.7271 eV, direct 0.7271 eV
  H y,z: formula 2.1812 eV, direct 2.1812 eV
  H x,z: formula 1.4541 eV, direct 1.4541 eV
direction (1,1,1)/sqrt(3), each cosine: 0.57735
  H s,x: formula 3.3271 eV, direct 3.3271 eV
  H x,x: formula -0.3182 eV, direct -0.3182 eV
  H x,y: formula 1.9792 eV, direct 1.9792 eV
largest H deviation, 16 elements, 236: 4.9e-08 eV
largest overlap deviation, 16 elements, 236: 5.6e-17 (no unit)
largest H deviation, 16 elements, 111: 8.9e-08 eV
largest overlap deviation, 16 elements, 111: 1.7e-16 (no unit)
1/|r-R| on atom 2 only, sp_sigma: -0.11840 1/bohr
1/|r-R| on atom 2 only, ps_sigma: 0.16945 1/bohr
off-axis shift of unit positive charge: 2.00 angstrom
s,p_x element, charge at bond midpoint: 0.0e+00 eV (magnitude)
s,p_x element, charge shifted along x: -0.5812 eV
mirror-odd model: alpha = 1.0, R = 1.0 (dimensionless)
  x,y element: quadrature -0.606531, formula -0.606531
  y,x element: quadrature 0.606531
\end{verbatim}
